# Fermi-Dirac occupations from free-energy minimization with density-dependent interactions, part 1

(Sections cited here and not found follow in the later parts.)

A numerical minimizer was given the free energy of a small model crystal, a chain with two sites per cell holding 1.5 electrons per cell at $T = 3000$ K, and was left to adjust eight occupation numbers and eight orbital angles. It was told nothing about eigenvalues or about the Fermi function. It put the occupation $f = 0.7097$ on the lower state at wave number $ka = 2\pi/3$ and $f = 0.1275$ on the lower state at $ka = \pi$. The quantity $\ln[(1-f)/f]$ is $-0.8937$ for the first state and $1.9232$ for the second. The difference, $2.8169$, multiplied by $k_BT = 0.25852$ eV, is $0.7282$ eV. The one-electron eigenvalues of these two states are $-0.3007$ eV and $0.4275$ eV, and they also differ by $0.7282$ eV. The agreement needs explaining on three counts. The total energy of the model is not the sum of its eigenvalues, so it is not obvious why eigenvalues should govern the occupations. The eigenvalues themselves depend on the occupations. And the two states enter the Brillouin-zone sum with different weights, $1/3$ and $1/6$, which have left no trace in the relation.

The quantity that was minimized has to be defined first, beginning with the sum over wave vectors. Take a crystal of $M$ unit cells with periodic boundary conditions. The allowed Bloch wave vectors form a uniform grid of $M$ points in the Brillouin zone, and any additive quantity of the whole crystal is a sum over these points and over the bands $n$. Dividing by $M$ gives the quantity per cell, so each point carries the weight $1/M$. The points $k$ and $-k$, which time reversal makes equivalent, may be merged into one point whose weight is the sum of theirs. Points related only by a rotation or reflection are not merged here, because such an operation can exchange sites, and the density computed from the merged points would then have to be symmetrized. In general, then, there are points $k$ with weights $w_k > 0$ and $\sum_k w_k = 1$. At each $k$ there is a set of orthonormal orbitals $u_{nk}$, written as column vectors with components $u_{nk}(a)$ in a finite basis labelled by $a$. The set is taken to be complete: there are as many orbitals as basis functions, $n = 1,\dots,n_b$, so the matrix of orbitals at each $k$ is unitary. The system is taken to be spin-unpolarized, so each spatial orbital stands for $g = 2$ spin orbitals with the same occupation. The occupation $f_{nk}$ is counted per spin orbital, and the Pauli principle restricts it to $0 \le f_{nk} \le 1$. The electron number per cell and the density on basis site $a$ are

$$N = g\sum_k w_k\sum_n f_{nk}, \qquad n_a = g\sum_k w_k\sum_n f_{nk}\,|u_{nk}(a)|^2 , \tag{1}$$

and normalization of the orbitals gives $\sum_a n_a = N$. On a real-space grid the label $a$ is the position and $n_a$ is the charge in the volume element around it.

The energy per cell is that of an independent-particle scheme, a one-electron part plus an interaction that depends on the orbitals and occupations only through the density:

$$E[f,u] = g\sum_k w_k\sum_n f_{nk}\,\langle u_{nk}|h_0(k)|u_{nk}\rangle + E_{\rm int}[n]. \tag{2}$$

Here $h_0(k)$ is the Hermitian matrix of kinetic energy and external potential. In Kohn-Sham theory with a local or semilocal functional, $E_{\rm int}$ is the Hartree plus exchange-correlation energy. It is assumed to be differentiable and, unless said otherwise, independent of temperature. Its derivative defines a potential and a Hamiltonian matrix,

$$v_a = \frac{\partial E_{\rm int}}{\partial n_a}, \qquad H_{ab}(k) = h_{0,ab}(k) + v_a\,\delta_{ab}. \tag{3}$$

At this point $f$ and $u$ are free variables, and $H$ is only a name for a matrix built from them. Nothing has yet been said about its eigenvectors.

The entropy comes from reading a fractional occupation as a probability. A spin orbital is either empty or filled, and $f$ is the probability that it is filled. For a set of spin orbitals $i = 1,\dots,L$, a configuration $c$ is a list of numbers $c_i \in \{0,1\}$, an ensemble assigns probabilities $p_c$, the occupations are $f_i = \sum_c p_c c_i$, and the entropy is $-k_B\sum_c p_c \ln p_c$. If the orbitals are filled independently, the probability is the product $q_c = \prod_i f_i^{c_i}(1-f_i)^{1-c_i}$, whose logarithm is a sum,

$$\ln q_c = \sum_i\left[c_i\ln f_i + (1-c_i)\ln(1-f_i)\right].$$

Average this over any distribution $p$ that has the occupations $f_i$. The expression is linear in the $c_i$, so each $c_i$ is replaced by $f_i$:

$$-\sum_c p_c\ln q_c = \sum_i s(f_i), \qquad s(f) = -f\ln f - (1-f)\ln(1-f). \tag{4}$$

The product distribution $q$ has these occupations itself, so setting $p = q$ in (4) shows that its entropy is $k_B\sum_i s(f_i)$. Every other distribution with the same occupations has no more entropy than this. The inequality $\ln x \le x - 1$, applied to $x = q_c/p_c$ for the configurations with $p_c > 0$, gives

$$\sum_c p_c\ln\frac{q_c}{p_c} \le \sum_{c:\,p_c>0}(q_c - p_c) \le 1 - 1 = 0,$$

and therefore $-\sum_c p_c\ln p_c \le -\sum_c p_c\ln q_c = \sum_i s(f_i)$. The energy (2) depends on the ensemble only through the occupations and orbitals. Among all ensembles of configurations with given $f$, the free energy $E - TS$ is therefore lowest for the one of greatest entropy, the product. This is the reason for using $s(f)$. The numerical check tests both statements by explicit sums over the eight configurations of three orbitals, for 200 random distributions.

The crystal has $g$ spin orbitals for each band and each of the $M$ grid points, so its entropy per cell carries the same weights as $N$ and $E$:

$$S = k_B\,g\sum_k w_k\sum_n s(f_{nk}). \tag{5}$$

The unweighted form $S = -k_B\sum[f\ln f + (1-f)\ln(1-f)]$ is right when the sum runs over every spin orbital of the whole crystal and $E$ and $N$ are whole-crystal quantities too. For quantities per cell, (5) is the correct form. One more property of the product ensemble matters later: its electron number fluctuates, and only the average is fixed by (1). "Fixed $N$" means fixed average number throughout.

The problem is to minimize $A[f,u] = E - TS$ over occupations and orthonormal orbitals, subject to $N = N_0$, with $T > 0$ and $0 < N_0 < g\,n_b$. A minimum exists, because the allowed $f$ and the unitary matrices form a closed bounded set and $A$ is continuous on it, with $s(0) = s(1) = 0$ defined by the limit $x\ln x \to 0$.

The derivatives of $s$ are needed. Since $d(x\ln x)/dx = \ln x + 1$, and the second term of $s$ brings a factor $-1$ from the inner derivative of $1 - f$,

$$s'(f) = -\ln f - 1 + \ln(1-f) + 1 = \ln\frac{1-f}{f}, \qquad s''(f) = -\frac1f - \frac1{1-f} = -\frac{1}{f(1-f)}. \tag{6}$$

The function is strictly concave, peaks at $f = 1/2$, and has infinite slope at both ends. The infinite slopes keep the minimum away from the bounds $f = 0$ and $f = 1$. Suppose some state $i$ had $f_i = 0$ at the minimum. Since $N_0 > 0$, another state $j$ has $f_j > 0$. Raise $f_i$ by a small $\delta > 0$ and lower $f_j$ by $\delta\,w_i/w_j$, which keeps $N$ fixed. The energy is differentiable in the occupations, so it changes by an amount of order $\delta$. The entropy of state $i$ goes from $0$ to $s(\delta) = -\delta\ln\delta + O(\delta)$. The entropy of state $j$ changes by $O(\delta)$ if $f_j < 1$, and rises if $f_j = 1$. Hence $\Delta A \le g w_i k_BT\,\delta\ln\delta + O(\delta)$, and because $\ln\delta \to -\infty$ the first term wins for small $\delta$ and makes $\Delta A$ negative. So $f_i = 0$ was not a minimum. The same argument with electrons and holes exchanged, using $N_0 < g\,n_b$, excludes $f_i = 1$. At the minimum all occupations lie strictly between 0 and 1, the Pauli bounds are inactive, and ordinary derivatives can be set to zero. The argument needs $T > 0$.

Now vary one occupation with all orbitals held fixed. The first term of (2) is linear in $f_{nk}$. The second depends on it through the density, and (1) gives $\partial n_a/\partial f_{nk} = g w_k|u_{nk}(a)|^2$. The chain rule gives

$$\left.\frac{\partial E}{\partial f_{nk}}\right|_u = g w_k\langle u_{nk}|h_0|u_{nk}\rangle + \sum_a v_a\,g w_k|u_{nk}(a)|^2 = g w_k\,\langle u_{nk}|H(k)|u_{nk}\rangle , \tag{7}$$

where the last step uses $\sum_a v_a|u(a)|^2 = \langle u|v|u\rangle$ for the diagonal matrix $v$. Equation (7) holds for any orbitals, and it yields a diagonal matrix element of $H$. To turn this into an eigenvalue, the variation of the orbitals is needed.

Change the orbitals at one point $k$, drop the label $k$, and keep the occupations fixed. The entropy (5) and the number $N$ do not involve the orbitals, so only $E$ changes. Completeness allows the first-order change to be expanded in the set itself, $\delta u_n = \sum_m u_m X_{mn}$. Orthonormality must survive: $\delta\langle u_m|u_n\rangle = \langle\delta u_m|u_n\rangle + \langle u_m|\delta u_n\rangle = X^*_{nm} + X_{mn} = 0$. So $X$ is anti-Hermitian. The density changes by $\delta n_a = g w\sum_n f_n[\delta u_n^*(a)u_n(a) + u_n^*(a)\delta u_n(a)]$, and as in (7) the term $\sum_a v_a\delta n_a$ combines with the change of the $h_0$ term into matrix elements of $H$. With $H_{nm} = \langle u_n|H|u_m\rangle$,

$$\delta E = g w\sum_n f_n\left[\langle u_n|H|\delta u_n\rangle + \langle\delta u_n|H|u_n\rangle\right] = g w\sum_{n,m}f_n\left[H_{nm}X_{mn} + X^*_{mn}H_{mn}\right].$$

In the second term put $X^*_{mn} = -X_{nm}$, which gives $-\sum_{n,m}f_nX_{nm}H_{mn}$, and exchange the names of the two summation indices, which gives $-\sum_{n,m}f_mX_{mn}H_{nm}$. Then $\delta E = g w\sum_{n,m}(f_n - f_m)X_{mn}H_{nm}$. The terms with $n = m$ vanish. The two terms belonging to one pair combine, because $-X_{nm}H_{mn} = X^*_{mn}H^*_{nm}$ is the complex conjugate of $X_{mn}H_{nm}$:

$$\delta E = 2 g w\sum_{n<m}(f_n - f_m)\,\mathrm{Re}\,(X_{mn}H_{nm}). \tag{8}$$

For a real rotation of orbitals 1 and 2 by a small angle $\eta$, with $X_{21} = \eta$ and $X_{12} = -\eta$, this is $dE/d\eta = 2gw(f_1 - f_2)\,\mathrm{Re}\,H_{12}$. The choice $X_{21} = X_{12} = i\eta$ gives $-2gw(f_1 - f_2)\,\mathrm{Im}\,H_{12}$. The program tests (7), and the real rotation in (8), by finite differences of the energy (2) at random orbitals that are not eigenvectors of anything. At a minimum both derivatives vanish for every pair, so

$$(f_n - f_m)\,H_{nm} = 0 \quad\text{for all } n \ne m. \tag{9}$$

If $f_n \ne f_m$, the element $H_{nm}$ is zero. If several orbitals share one occupation $f$, they enter (1) and (2) only through $f\sum_n|u_n\rangle\langle u_n|$, which is $f$ times the projector on their span and does not change under a unitary mixing of these orbitals. The density, $E$, $S$ and $H$ are unchanged by such a mixing, and it can be chosen to diagonalize the Hermitian block of $H$ inside the span. After this choice all off-diagonal elements vanish. Completeness then gives $H|u_n\rangle = \sum_m|u_m\rangle H_{mn} = H_{nn}|u_n\rangle$, so the orbitals are eigenvectors,

$$H(k)\,u_{nk} = \varepsilon_{nk}\,u_{nk}, \tag{10}$$

and the diagonal element in (7) is the eigenvalue $\varepsilon_{nk}$.

Janak's theorem is the same statement for the total derivative. Prescribe any occupations, thermal or not, and let $u(f)$ be orbitals that satisfy (10) with $H$ built from their own density. Define the relaxed energy $\tilde E(f) = E[f,u(f)]$ and assume that $u(f)$ depends differentiably on $f$. A change of $f_{nk}$ alters the density, hence $H$, hence the orbitals at every $k$ point. The change of $\tilde E$ is the frozen-orbital part (7) plus an orbital part. The orbitals stay orthonormal as they respond, so their response is described by some anti-Hermitian $X$ at each $k$, and the orbital part is a sum of expressions (8). Each of them is zero, whatever $X$ is, because $H_{nm} = 0$ for eigenvectors. What remains is

$$\frac{\partial\tilde E}{\partial f_{nk}} = g\,w_k\,\varepsilon_{nk}. \tag{11}$$

The factor $g w_k$ is the number of electrons per cell added by a unit change of $f_{nk}$, so $\varepsilon_{nk}$ is the energy per electron added to that state, for an infinitesimal addition. The program tests (11) for all eight states of the chain at a set of occupations that is not thermal, by solving for the orbitals afresh at $f \pm 10^{-4}$ and differencing the energy (2). The largest deviation between the difference quotient divided by $g w_k$ and the eigenvalue is $2.7\times10^{-11}$ eV. It also asserts that the orbitals do respond when an occupation is lowered by 0.1, so the vanishing of the orbital term is not the trivial result of rigid orbitals.

The conditions behind (11) can be read from the proof. The assumption of differentiable $u(f)$ can fail where two eigenvalues with different occupations meet. The proof also needs one operator $H(k)$ common to all orbitals. That holds when the interaction depends on the density, and it holds for Hartree-Fock, where the energy depends on the density matrix $\sum_nf_n|u_n\rangle\langle u_n|$ and the derivative with respect to that matrix is the nonlocal Fock operator; the steps to (7) and (8) are the same with $v$ no longer diagonal. There is no common operator for an energy that depends on each orbital density separately, as in the Perdew-Zunger self-interaction correction, where each orbital has its own operator $H_n$ and equally occupied orbitals cannot be mixed freely. If the orbitals minimize the energy at the given occupations, their response still drops out at first order, and the slope of the relaxed energy per added electron is the diagonal element $\langle u_n|H_n|u_n\rangle$. But the step to (10) is lost: the orbitals are in general not eigenvectors of these operators, and this slope is not an eigenvalue.

It is the energy (2), and not the band sum $E_b = g\sum_kw_k\sum_nf_{nk}\varepsilon_{nk}$, that obeys (11). For eigenvectors $\varepsilon = \langle u|h_0|u\rangle + \langle u|v|u\rangle$, and summing the last term with weights $g w f$ gives $\sum_av_an_a$ by (1). Solving for the $h_0$ term and inserting it in (2) gives

$$E = E_b - \sum_av_an_a + E_{\rm int}. \tag{12}$$

At a minimum the orbitals can be chosen as eigenvectors of $H(k)$, and the slope of the energy with respect to an occupation is then $g w_k\varepsilon_{nk}$, even though the energy is not the band sum. It remains to vary the occupations at fixed $N$ and so find their distribution.
